# Linear stability of a thin stressed film on a rigid substrate: a numerical check

```python
"""Linear stability of a stressed elastic film bonded to a rigid substrate.

Result under test: for Poisson ratio nu >= -3/4 a film of thickness H is
stable to every surface wave cos(k x), k > 0, exactly when
    H <= Hc = gamma * G / sigma0**2.
G: shear modulus, gamma: surface energy, sigma0: biaxial misfit stress,
q = k H, g(q): surface strain response relative to a half-space of film.
Energy change per projected area for amplitude d: S d^2/4, where
    S = gamma k^2 - C k g(q),  C = (1-nu) sigma0^2 / G.
Units: eV and angstrom. Plane strain, small-strain isotropic elasticity.
"""
import numpy as np
import sympy as sp
from numpy.polynomial import Legendre
from scipy.constants import physical_constants, angstrom
from scipy.linalg import expm
from scipy.optimize import brentq, minimize_scalar


def g_formula(q, nu):
    kap = 3 - 4 * nu
    return ((q + kap * np.sinh(q) * np.cosh(q))
            / (4 * (1 - nu)**2 + kap * np.sinh(q)**2 + q**2))


def state_matrix(shear, nu):
    """d/dz of (ux, uz, sigma_xz, sigma_zz) amplitudes for k = 1."""
    lam = 2 * shear * nu / (1 - 2 * nu)
    mod = lam + 2 * shear
    return np.array([[0, 1, 1 / shear, 0],
                     [-lam / mod, 0, 0, 1 / mod],
                     [mod - lam**2 / mod, 0, 0, lam / mod],
                     [0, 0, -1, 0]], dtype=float)


def g_numeric(q, nu, substrate_ratio=None):
    """Response from integrating elasticity; the base is rigid by default.

    With substrate_ratio, a deep elastic layer of that relative shear
    modulus (same nu) lies between the film and the fixed base.
    """
    cols = np.vstack([np.zeros((2, 2)), np.eye(2)])
    if substrate_ratio is not None:
        step = expm(state_matrix(substrate_ratio, nu))
        for _ in range(18):
            cols = np.linalg.qr(step @ cols)[0]
    cols = expm(state_matrix(1.0, nu) * q) @ cols
    weights = np.linalg.solve(cols[2:], np.array([1.0, 0.0]))
    return (cols[0] @ weights) / (1 - nu)


def elastic_energy(H, k, d, shear, nu, stress, modes=4, degree=11):
    """Relaxation energy per area of the truly corrugated film (Ritz)."""
    lam = 2 * shear * nu / (1 - 2 * nu)
    nx = 32
    phase = 2 * np.pi * np.arange(nx) / nx
    nodes, wts = np.polynomial.legendre.leggauss(20)
    zeta = (nodes + 1) / 2
    P, Z = np.meshgrid(phase, zeta, indexing="ij")
    height = H + d * np.cos(P)
    slope = -k * d * np.sin(P)
    weight = (height * (wts / 2)[None, :] / nx).ravel()
    exx, ezz, gxz = [], [], []
    for n in range(degree):
        leg = Legendre.basis(n, domain=[0, 1])
        f = Z * leg(Z)
        df = leg(Z) + Z * leg.deriv()(Z)
        for m in range(modes + 1):
            c, s = np.cos(m * P), np.sin(m * P)
            if m > 0:  # horizontal displacement f(zeta) sin(m k x)
                exx.append(m * k * c * f - Z * slope / height * df * s)
                ezz.append(0 * Z)
                gxz.append(df * s / height)
            # vertical displacement f(zeta) cos(m k x)
            exx.append(0 * Z)
            ezz.append(df * c / height)
            gxz.append(-m * k * s * f - Z * slope / height * df * c)
    X, Y, T = (np.array([a.ravel() for a in b]) for b in (exx, ezz, gxz))
    Xw, Yw, Tw = X * weight, Y * weight, T * weight
    K = ((lam + 2 * shear) * (Xw @ X.T + Yw @ Y.T)
         + lam * (Xw @ Y.T + Yw @ X.T) + shear * Tw @ T.T)
    load = stress * Xw.sum(axis=1)
    return -0.5 * load @ np.linalg.solve(K, load)


def surface_energy_change(k, d, gamma):
    phase = 2 * np.pi * np.arange(64) / 64
    t2 = (k * d * np.sin(phase))**2
    return gamma * np.mean(t2 / (np.sqrt(1 + t2) + 1))


# Model parameters
G, nu, gamma, misfit = 0.3, 0.25, 0.06, 0.02
sigma0 = 2 * G * (1 + nu) / (1 - nu) * misfit
C = (1 - nu) * sigma0**2 / G
Hc = gamma * G / sigma0**2

# Misfit stress from the general isotropic Hooke law with free top surface
lame = 2 * G * nu / (1 - 2 * nu)
e_vert = -2 * lame * misfit / (lame + 2 * G)
assert np.isclose(lame * (2 * misfit + e_vert) + 2 * G * misfit, sigma0)

# Closed response against direct integration of the elastic equations
for pr in (-0.85, -0.5, 0.0, 0.25, 0.45):
    for q in (0.01, 0.2, 1.0, 3.0, 6.0):
        assert np.isclose(g_numeric(q, pr), g_formula(q, pr), rtol=1e-7)
assert abs(g_numeric(10.0, nu) - 1) < 1e-5
assert abs(g_numeric(1e-3, nu) * (1 - nu) / 1e-3 - 1) < 1e-5

# Displacement fields satisfy the Navier equations (symbolic)
s, n_, Q = sp.symbols("s nu q")
kap = 3 - 4 * n_
fields = [(s * sp.cosh(s) + kap * sp.sinh(s), -s * sp.sinh(s)),
          (s * sp.sinh(s), kap * sp.sinh(s) - s * sp.cosh(s))]
for U, V in fields:
    r1 = (1 - 2*n_) * U.diff(s, 2) - 2 * (1 - n_) * U - V.diff(s)
    r2 = 2 * (1 - n_) * V.diff(s, 2) - (1 - 2*n_) * V + U.diff(s)
    assert sp.expand(r1) == 0 and sp.expand(r2) == 0
    assert U.subs(s, 0) == 0 and V.subs(s, 0) == 0

# Power series that proves g < q/(1-nu)
order = 6
sinh2 = sum((2*Q)**(2*j+1) / sp.factorial(2*j+1) for j in range(order))
cosh2 = sum((2*Q)**(2*j) / sp.factorial(2*j) for j in range(order))
twice_den = 8 * (1 - n_)**2 + kap * (cosh2 - 1) + 2 * Q**2
gap = sp.expand(Q * twice_den - (1 - n_) * (2 * Q + kap * sinh2))
assert sp.expand(gap.coeff(Q, 1)) == 0
third = sp.Rational(4, 3) * (1 - n_) * (3 + 4 * n_)
assert sp.expand(gap.coeff(Q, 3) - third) == 0
for j in range(2, order):
    claim = kap * 4**j * (2*j - 1 + 2*n_) / sp.factorial(2*j + 1)
    assert sp.expand(gap.coeff(Q, 2*j + 1) - claim) == 0

# The bound and the monotonic fall of g/q on a grid
qgrid = np.linspace(0.05, 12, 500)
for pr in np.linspace(-0.75, 0.49, 32):
    ratio = g_formula(qgrid, pr) * (1 - pr) / qgrid
    assert np.all(ratio < 1) and np.all(np.diff(ratio) < 0)

# Strongly auxetic film: a finite wavelength sets a lower threshold
nu_aux = -0.85
aux = minimize_scalar(lambda q: -g_numeric(q, nu_aux) * (1 - nu_aux) / q,
                      bounds=(0.02, 3), method="bounded")
aux_factor = 1 / (-aux.fun)
assert aux_factor < 1 - 1e-5 and 0.05 < aux.x < 2.9

# Threshold found by scanning the numerically integrated response
scan = np.geomspace(0.005, 8, 150)
Hc_scan = gamma / max(C * g_numeric(q, nu) / q for q in scan)
assert abs(Hc_scan / Hc - 1) < 1e-3

# Energies of truly corrugated films, no perturbation theory in them
worst = 0.0
for q in (0.1, 0.5, 1.0, 2.0, 4.0):
    H = 0.9 * Hc
    k, d = q / H, 0.002 * H
    direct = elastic_energy(H, k, d, G, nu, sigma0)
    predicted = -C * k * g_formula(q, nu) * d**2 / 4
    worst = max(worst, abs(direct / predicted - 1))
    assert direct + surface_energy_change(k, d, gamma) > 0
assert worst < 1e-3
totals = {}
for factor in (0.9, 1.1):
    H = factor * Hc
    k, d = 0.2 / H, 0.002 * H
    total = (elastic_energy(H, k, d, G, nu, sigma0)
             + surface_energy_change(k, d, gamma))
    S = gamma * k**2 - C * k * g_formula(0.2, nu)
    assert np.isclose(total, S * d**2 / 4, rtol=1e-2)
    totals[factor] = total / surface_energy_change(k, d, gamma)
assert totals[0.9] > 0 > totals[1.1]


def gain_over_cost(q, H, substrate_ratio=None):
    return C * H * g_numeric(q, nu, substrate_ratio) / (gamma * q)


# Band edge just above threshold against its small-q law
H_near = 1.01 * Hc
edge_near = brentq(lambda q: gain_over_cost(q, H_near) - 1, 0.01, 3)
edge_law = np.sqrt((1 - Hc / H_near) * 6 * (1 - nu) / (3 + 4 * nu))
assert abs(edge_near / edge_law - 1) < 0.03

# Unstable film and its fastest wave under surface diffusion
H_thin, H_thick = 30.0, 60.0
assert H_thin < Hc < H_thick
edge = brentq(lambda q: gain_over_cost(q, H_thick) - 1, 0.01, 5)
fast = minimize_scalar(lambda q: -q**4 * (gain_over_cost(q, H_thick) - 1),
                       bounds=(1e-3, edge), method="bounded",
                       options={"xatol": 1e-9}).x
assert 0 < fast < edge

# A stiff but compliant substrate removes the absolute stability
stiff = 10.0
assert abs(g_numeric(1e-4, nu, stiff) - 1 / stiff) < 1e-3
assert abs(g_numeric(0.7, nu, 1.0) - 1) < 1e-6
for H in (0.01 * Hc, 0.1 * Hc, H_thin):
    assert gain_over_cost(1e-5, H, stiff) > 1
edge_soft = brentq(lambda q: gain_over_cost(q, H_thin, stiff) - 1, 1e-3, 3)

bohr = physical_constants["Bohr radius"][0] / angstrom
print(f"shear modulus G = {G:.3f} eV/A^3")
print(f"Poisson ratio nu = {nu:.3f}")
print(f"surface energy gamma = {gamma:.3f} eV/A^2")
print(f"misfit strain = {misfit:.3f}")
print(f"misfit stress sigma0 = {sigma0:.5f} eV/A^3")
print(f"elastic coefficient C = {C:.6f} eV/A^3")
print(f"critical thickness Hc = {Hc:.3f} A = {Hc / bohr:.3f} bohr")
print(f"Hc from numerical scan = {Hc_scan:.3f} A")
print(f"half-space cutoff wavelength = {2*np.pi*gamma/C:.2f} A")
print(f"thin film H = {H_thin:.1f} A, thick film H = {H_thick:.1f} A")
print("q, g(q), elastic gain / surface cost for thin and thick film:")
for q in (0.1, 0.5, 1.0, 2.0, 4.0):
    print(f"  {q:.1f}  {g_numeric(q, nu):.5f}  "
          f"{gain_over_cost(q, H_thin):.5f}  "
          f"{gain_over_cost(q, H_thick):.5f}")
print(f"thick film: band edge q = {edge:.5f}")
print(f"thick film: cutoff wavelength = {2*np.pi*H_thick/edge:.2f} A")
print(f"thick film: fastest q (surface diffusion) = {fast:.5f}")
print(f"thick film: fastest wavelength = {2*np.pi*H_thick/fast:.2f} A")
print(f"H = 1.01 Hc: band edge q = {edge_near:.5f}, law {edge_law:.5f}")
print(f"Ritz vs formula, worst relative difference = {worst:.1e}")
for factor, value in totals.items():
    print(f"Ritz total / surface energy, H = {factor:.1f} Hc, "
          f"q = 0.2: {value:.5f}")
print(f"compliant substrate, modulus ratio = {stiff:.1f}")
print(f"  thin film cutoff wavelength = {2*np.pi*H_thin/edge_soft:.2f} A")
print(f"auxetic nu = {nu_aux:.2f}: critical q = {aux.x:.4f}")
print(f"  true threshold / (gamma G/sigma0^2) = {aux_factor:.6f}")
print("all tests passed")
```

It prints:

```
shear modulus G = 0.300 eV/A^3
Poisson ratio nu = 0.250
surface energy gamma = 0.060 eV/A^2
misfit strain = 0.020
misfit stress sigma0 = 0.02000 eV/A^3
elastic coefficient C = 0.001000 eV/A^3
critical thickness Hc = 45.000 A = 85.038 bohr
Hc from numerical scan = 45.001 A
half-space cutoff wavelength = 376.99 A
thin film H = 30.0 A, thick film H = 60.0 A
q, g(q), elastic gain / surface cost for thin and thick film:
  0.1  0.13216  0.66081  1.32161
  0.5  0.55050  0.55050  1.10099
  1.0  0.76958  0.38479  0.76958
  2.0  0.89962  0.22490  0.44981
  4.0  0.99121  0.12390  0.24780
thick film: band edge q = 0.63835
thick film: cutoff wavelength = 590.57 A
thick film: fastest q (surface diffusion) = 0.51061
thick film: fastest wavelength = 738.31 A
H = 1.01 Hc: band edge q = 0.10619, law 0.10554
Ritz vs formula, worst relative difference = 4.8e-05
Ritz total / surface energy, H = 0.9 Hc, q = 0.2: 0.13065
Ritz total / surface energy, H = 1.1 Hc, q = 0.2: -0.06254
compliant substrate, modulus ratio = 10.0
  thin film cutoff wavelength = 1277.91 A
auxetic nu = -0.85: critical q = 0.5916
  true threshold / (gamma G/sigma0^2) = 0.994068
all tests passed
```
